\section*{Gaussian compensation charges for PAW: normalization, Fourier transform and electrostatic potential, part 2}

In the projector augmented-wave method, a density correction $\Delta n$ confined to a sphere of radius $r_c$ around a nucleus has multipole moments $Q_L$ and hence a long-range potential. The compensation charge $\sum_LQ_Lg_L$ reproduces these moments, so that $\Delta n-\sum_LQ_Lg_L$ would have no exterior potential if $g_L$ were confined too. The shape functions studied are Gaussian, $g_L=g_l(r)Y_L$ with $g_l=c_lr^le^{-ar^2}$, $a>0$.

Rydberg atomic units are used ($\hbar=1$, $m=1/2$, $e^2=2$), with lengths in bohr. The $Y_L$, $L=(l,m)$, are orthonormal complex spherical harmonics. An electron number density $n$ gives another electron the potential energy
\begin{equation}
v(\mathbf r)=2\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .
\label{coulomb}
\end{equation}
For $n=f(r)Y_L$, $v=v_l(r)Y_L$. With $I=\int_0^rfs^{l+2}ds$, $O=\int_r^\infty fs^{1-l}ds$ and $K=8\pi/(2l+1)$,
\begin{equation}
r^2v_l'=K\,[-(l+1)\,r^{-l}I+l\,r^{l+1}O\,],\label{slope}
\end{equation}
\begin{equation}
v_l(r)=\frac{8\pi}{2l+1}\left[\frac{I(r)}{r^{l+1}}+r^l\,O(r)\right].
\label{green}
\end{equation}
Outside a confined density,
\begin{equation}
v=\frac{8\pi}{2l+1}\,\frac{Q_L}{r^{l+1}}\,Y_L,\qquad
Q_L=\int n\,r^l\,Y_L^*\,d^3r=\int_0^\infty f\,s^{l+2}ds .
\label{multipole}
\end{equation}
The shape functions have unit moments,
\begin{equation}
\int g_L\,r^{l'}\,Y_{L'}^*\,d^3r=\delta_{LL'} ,
\label{unit}
\end{equation}
which follows from the integral, for $p>-1$ and $t=ar^2$,
\begin{equation}
\int_0^\infty r^pe^{-ar^2}dr=\int_0^\infty\frac{t^{p/2}}{a^{p/2}}\,e^{-t}\,\frac{dt}{2a^{1/2}t^{1/2}}
=\frac{\Gamma\!\left(\frac{p+1}{2}\right)}{2\,a^{(p+1)/2}} ,
\label{gaussint}
\end{equation}
and the constants, with $(-1)!!=1$,
\begin{equation}
c_l=\frac{2^{l+2}\,a^{l+3/2}}{\sqrt\pi\,(2l+1)!!},\qquad c_{l+1}=\frac{2a}{2l+3}\,c_l .
\label{cl2}
\end{equation}
A tilde denotes the Fourier transform $\tilde f(\mathbf k)=\int e^{-i\mathbf k\cdot\mathbf r}f(\mathbf r)\,d^3r$, whose inverse carries $(2\pi)^{-3}$. The results are
\begin{equation}
\tilde g_L(\mathbf k)=4\pi\,(-i)^l\,\frac{k^l}{(2l+1)!!}\,e^{-k^2/4a}\,Y_L(\hat{\mathbf k}) ,
\label{ft}
\end{equation}
\begin{equation}
j_l(u)=\sum_{n=0}^\infty\frac{(-1)^n\,u^{l+2n}}{2^n\,n!\,(2l+2n+1)!!} ,
\label{bessel}
\end{equation}
\begin{equation}
\int e^{-i\mathbf k\cdot\mathbf r}\,Y_L(\hat{\mathbf r})\,d\Omega_r=4\pi(-i)^l\,j_l(kr)\,Y_L(\hat{\mathbf k}) .
\label{angular}
\end{equation}

\section{The potential, the tails and a worked case}

The second half uses these symbols and results. Units are Rydberg atomic units with $\nabla^2v=-8\pi n$. The shape function is $g_L=g_l(r)Y_L$ with $g_l=c_lr^le^{-ar^2}$, $a>0$, and $c_l=2a^{l+3/2}/\Gamma(l+\frac32)$, which gives $\int_0^\infty g_l\,r^{l+2}dr=1$; also $\Gamma(n+\frac12)=(2n-1)!!\sqrt\pi/2^n$. A density $fY_L$ has the potential $v_lY_L$ with $v_l=\frac{8\pi}{2l+1}[r^{-l-1}I+r^lO]$, where $I=\int_0^rfs^{l+2}ds$ and $O=\int_r^\infty fs^{1-l}ds$; outside a confined density of moment $Q_L$ it is $8\pi Q_L/[(2l+1)r^{l+1}]$. The transform is $\tilde g_L=4\pi(-i)^lk^le^{-k^2/4a}Y_L(\hat{\mathbf k})/(2l+1)!!$, and (\ref{angular}) and (\ref{bessel}) give the angular integral of a plane wave and the series of $j_l$.

\medskip\noindent\emph{Q.} Formula (\ref{green}) leaves two integrals. Can they be done for the Gaussian?

\medskip\noindent\emph{A.} Write $x=ar^2$ and define the regularized lower incomplete gamma function
\begin{equation}
P(s,x)=\frac1{\Gamma(s)}\int_0^xt^{s-1}e^{-t}dt ,
\end{equation}
which rises from $0$ at $x=0$ to $1$ at infinity. The inner integral is the normalization integral stopped at $r$; the substitution $t=as'^2$ of (\ref{gaussint}), with $s'$ the radial variable, gives
\begin{equation}
I=c_l\int_0^rs'^{\,2l+2}e^{-as'^2}ds'=\frac{c_l}{2a^{l+3/2}}\int_0^xt^{l+1/2}e^{-t}dt=P(l+\tfrac32,x) .
\label{inner}
\end{equation}
In the outer integral the powers $s'^{\,l}$ and $s'^{\,1-l}$ combine to $s'$ for every $l$, and the integrand is a total derivative:
\begin{equation}
O=c_l\int_r^\infty s'\,e^{-as'^2}ds'=\frac{c_l}{2a}\,e^{-x}=\frac{a^{l+1/2}}{\Gamma(l+\frac32)}\,e^{-x} .
\label{outer}
\end{equation}
Take $r^{-l-1}$ out of the bracket in (\ref{green}). The outer term becomes $r^{2l+1}O$, and $a^{l+1/2}r^{2l+1}=x^{l+1/2}$, so
\begin{equation}
v_l=\frac{8\pi}{(2l+1)\,r^{l+1}}\left[P(l+\tfrac32,x)+\frac{x^{l+1/2}e^{-x}}{\Gamma(l+\frac32)}\right].
\label{twoterms}
\end{equation}
Integration by parts, $\int_0^xt^se^{-t}dt=-x^se^{-x}+s\int_0^xt^{s-1}e^{-t}dt$ for $s>0$, divided by $\Gamma(s+1)=s\Gamma(s)$, yields
\begin{equation}
P(s+1,x)=P(s,x)-\frac{x^se^{-x}}{\Gamma(s+1)} .
\label{recur}
\end{equation}
At $s=l+\frac12$ the subtracted term is exactly the second term in the bracket of (\ref{twoterms}). The bracket collapses to one function:
\begin{equation}
v_l(r)=\frac{8\pi}{2l+1}\,\frac{P(l+\frac12,\,ar^2)}{r^{l+1}} .
\label{pot}
\end{equation}
The full potential is $v_l(r)Y_L(\hat{\mathbf r})$: the potential of a point multipole of unit moment, switched on by the factor $P$. The unit of $v_l$ is Ry\,bohr$^{-l}$, so that $Q_Lv_l$ is an energy. In Hartree units $8\pi$ is replaced by $4\pi$.

\medskip\noindent\emph{Q.} An incomplete gamma function is a name for an integral. Is that a closed form?

\medskip\noindent\emph{A.} For half-integer order it reduces to the error function and a finite sum. With $t=u^2$, $P(\frac12,x)=\pi^{-1/2}\int_0^{\sqrt x}2e^{-u^2}du=\operatorname{erf}\sqrt x$. Using (\ref{recur}) for $s=\frac12,\frac32,\dots,l-\frac12$ in turn,
\begin{equation}
P(l+\tfrac12,x)=\operatorname{erf}\sqrt x-e^{-x}\sum_{j=0}^{l-1}\frac{x^{j+1/2}}{\Gamma(j+\frac32)} .
\label{erfsum}
\end{equation}
With $\Gamma(\frac32)=\sqrt\pi/2$ and $\Gamma(\frac52)=3\sqrt\pi/4$ the first cases are
\begin{align}
v_0&=\frac{8\pi}{r}\operatorname{erf}(\sqrt a\,r),\\
v_1&=\frac{8\pi}{3r^2}\left[\operatorname{erf}(\sqrt a\,r)-\frac{2}{\sqrt\pi}\sqrt a\,r\,e^{-ar^2}\right],\\
v_2&=\frac{8\pi}{5r^3}\left[\operatorname{erf}(\sqrt a\,r)-\frac{2}{\sqrt\pi}\left(\sqrt a\,r+\tfrac23(\sqrt a\,r)^3\right)e^{-ar^2}\right].
\end{align}
For $l=0$, $v_0Y_{00}=(8\pi/\sqrt{4\pi})\operatorname{erf}(\sqrt a\,r)/r=2\sqrt{4\pi}\operatorname{erf}(\sqrt a\,r)/r$, which at large $r$ is $e^2=2$ times the charge $\sqrt{4\pi}$ over $r$.

\medskip\noindent\emph{Q.} These expressions have $r^{l+1}$ in the denominator. What happens at the nucleus?

\medskip\noindent\emph{A.} Expand $e^{-t}$ in the definition of $P$ and integrate term by term:
\begin{equation}
P(s,x)=\frac1{\Gamma(s)}\sum_{n=0}^\infty\frac{(-1)^n\,x^{s+n}}{n!\,(s+n)} .
\label{pseries}
\end{equation}
The first term is $x^s/\Gamma(s+1)$ and the second is smaller by the factor $sx/(s+1)$. For $s=l+\frac12$, at leading order in $ar^2$,
\begin{equation}
v_l\to\frac{8\pi}{2l+1}\,\frac{a^{l+1/2}}{\Gamma(l+\frac32)}\,r^l=\frac{4\pi c_l}{a\,(2l+1)}\,r^l .
\label{small}
\end{equation}
The potential is regular, and this term is the outer piece (\ref{outer}) at $x=0$: near the centre nearly all the charge lies outside. For $l>0$ the form (\ref{erfsum}) produces this small result by the cancellation of much larger terms; for $l=0$ the sum is empty and nothing cancels. For $l=3$, $a=3$ bohr$^{-2}$ and $r=0.01$ bohr, $x=3\times10^{-4}$ and $P(\frac72,x)=4.02\times10^{-14}$, while the error function is about $2\sqrt{x/\pi}\approx0.02$. A rounding error near $10^{-16}$ relative to $0.02$ is of order $10^{-4}$ relative to $4\times10^{-14}$, and the numerical check finds $1\times10^{-4}$ for the error-function sum against $3\times10^{-15}$ for a direct evaluation of $P$, both relative to a high-precision value. The first figure is rounding noise, and only its order of magnitude is meaningful: it changes with the error-function routine and scatters by more than a factor of ten among neighbouring values of $r$. For small $x$ one should use (\ref{pseries}) or a routine for $P$.

\medskip\noindent\emph{Q.} The transform and the potential were obtained by separate routes. A lost factor in either would go unnoticed.

\medskip\noindent\emph{A.} Poisson's equation ties them together. In reciprocal space $\nabla^2\to-k^2$, so $\tilde v=8\pi\tilde g_L/k^2$; a term concentrated at $\mathbf k=0$ would add a polynomial in $\mathbf r$, which the decay at infinity excludes. The inverse transform needs (\ref{angular}) with the roles of $\mathbf k$ and $\mathbf r$ exchanged and $\mathbf r\to-\mathbf r$. Since $r^lY_L$ is homogeneous of degree $l$, $Y_L(-\hat{\mathbf r})=(-1)^lY_L(\hat{\mathbf r})$, and $(-i)^l(-1)^l=i^l$. The phases $i^l(-i)^l=1$ cancel, the $k^2$ of the volume element cancels $1/k^2$, and the constants give $4\pi\cdot8\pi\cdot4\pi/(2\pi)^3=16$:
\begin{equation}
v_l(r)=\frac{16}{(2l+1)!!}\int_0^\infty k^le^{-k^2/4a}j_l(kr)\,dk .
\label{vk}
\end{equation}
Insert (\ref{bessel}). By (\ref{gaussint}) with $a\to1/4a$ and $p=2l+2n$,
\begin{equation}
\int_0^\infty k^{2l+2n}e^{-k^2/4a}dk=\frac12\,\frac{(2l+2n-1)!!\sqrt\pi}{2^{l+n}}\,2^{2l+2n+1}a^{l+n+1/2} .
\end{equation}
The powers of two, with the $2^{-n}$ of the Bessel series, combine to $2^{-1-(l+n)+(2l+2n+1)-n}=2^l$, and the ratio of double factorials is $1/(2l+2n+1)$:
\begin{equation}
v_l=\frac{16\sqrt\pi\,2^l}{(2l+1)!!}\sum_n\frac{(-1)^n\,a^{l+n+1/2}\,r^{l+2n}}{n!\,(2l+2n+1)} .
\end{equation}
From the other side, (\ref{pot}) and (\ref{pseries}) with $1/\Gamma(l+\frac12)=2^l/[(2l-1)!!\sqrt\pi]$ and $1/(s+n)=2/(2l+2n+1)$ give the same sum with the prefactor $8\pi\cdot2^l\cdot2/[(2l+1)(2l-1)!!\sqrt\pi]=16\sqrt\pi\,2^l/(2l+1)!!$. The two series agree term by term. In a periodic cell the integral becomes a sum over reciprocal vectors $\mathbf G$, and the term $8\pi\tilde g_L/G^2\propto G^{l-2}Y_L(\hat{\mathbf G})$ has no value at $\mathbf G=0$ for $l\le2$: it diverges as $G^{-2}$ for $l=0$, it diverges as $G^{-1}$ for $l=1$ except along the directions where $Y_L$ vanishes, and its limit depends on the direction for $l=2$. At $\mathbf G=0$ Poisson's equation $G^2\tilde v=8\pi\tilde n$ only requires the total charge of the cell to vanish, and it leaves the average potential undetermined. Formula (\ref{pot}) belongs to an isolated centre.

\medskip\noindent\emph{Q.} Now the weak point. The argument for compensation needed a charge confined to the sphere, and a Gaussian is not. How large is the damage?

\medskip\noindent\emph{A.} Two quantities measure it. By (\ref{inner}) the fraction of the unit moment that lies outside $r_c$ is $1-P(l+\frac32,ar_c^2)$. For the potential, let $\Delta n$ be confined and have the moment $Q_L$. For $r\ge r_c$, (\ref{multipole}) and (\ref{pot}) give the potential of $\Delta n-Q_Lg_L$:
\begin{equation}
\delta v=\frac{8\pi Q_L}{(2l+1)\,r^{l+1}}\left[1-P(l+\tfrac12,ar^2)\right]Y_L .
\label{residual}
\end{equation}
So $1-P(l+\frac12,ar^2)$ is the residual relative to the uncompensated potential at the same point. It is smaller than the missing moment, because the charge outside $r$ also contributes to the potential at $r$, with the same sign; by (\ref{recur}) the difference is the outer term of (\ref{twoterms}). A bound follows from $t^{s-1}\le t^s/x$ for $t\ge x$:
\begin{equation}
1-P(s,x)=\frac1{\Gamma(s)}\int_x^\infty t^{s-1}e^{-t}dt\le\frac{\Gamma(s+1)}{x\,\Gamma(s)}\,[1-P(s+1,x)]=\frac sx\,[1-P(s+1,x)] .
\label{bound}
\end{equation}
Rearranging (\ref{recur}) as $1-P(s+1,x)=x^se^{-x}/\Gamma(s+1)+[1-P(s,x)]$ and using (\ref{bound}) on the last bracket shows that for $x\gg s$ the tail $1-P(s+1,x)$ is $x^se^{-x}/\Gamma(s+1)$ at leading order in $s/x$, while $1-P(s,x)$ is smaller than this by about the factor $s/x$. The correction is not small at moderate $x$: for $s=\frac52$ and $x=12$ the tail $1-P(\frac72,12)$ is $1.24$ times the leading term. The power-law field has been replaced by one with Gaussian decay, and the tails grow with $l$ at fixed $x$, since each step of the recursion adds a positive term. The one-centre separation of the electrostatic energy is then approximate, unless the interactions through the tails are added explicitly. Its error comes from these tails, which grow as $ar_c^2$ decreases.

\medskip\noindent\emph{Q.} Then take $a$ very large and the tails disappear.

\medskip\noindent\emph{A.} They reappear in reciprocal space. A measure is the electrostatic self-energy $E_l=\frac12\int g_L^*v\,d^3r=\frac12\int g_lv_l\,r^2dr$. Insert the inverse transform of $v$; the integral over $\mathbf r$ produces $\tilde g_L^*$, and $\int|Y_L|^2d\Omega=1$:
\begin{align}
E_l&=\frac12\int\frac{d^3k}{(2\pi)^3}\,\frac{8\pi}{k^2}\,|\tilde g_L|^2=\frac12\cdot\frac{8\pi\cdot16\pi^2}{8\pi^3\,[(2l+1)!!]^2}\int_0^\infty k^{2l}e^{-k^2/2a}dk\nonumber\\
&=\frac{8}{[(2l+1)!!]^2}\cdot\frac12\,\Gamma(l+\tfrac12)\,(2a)^{l+1/2}=\frac{4\,\Gamma(l+\frac12)\,(2a)^{l+1/2}}{[(2l+1)!!]^2} ,
\label{self}
\end{align}
where (\ref{gaussint}) was used with $a\to1/2a$ and $p=2l$. The self-energy grows as $a^{l+1/2}$ and diverges in the point limit. If the density is represented only for $k^2\le E_{\rm cut}$ (with $\hbar^2/2m=1$, $k^2$ in bohr$^{-2}$ is an energy in Ry), the integral stops there, and $t=k^2/2a$ shows that the lost fraction of $E_l$ is $1-P(l+\frac12,E_{\rm cut}/2a)$. This is the continuum expression for an isolated centre; a sum over the $\mathbf G$ of a cell approaches the tail integral as the cell grows. A fixed lost fraction fixes $E_{\rm cut}/2a$, so the cutoff for the density required by that criterion is proportional to $a$. The energy actually lost by a charge $Q_Lg_L$ is $|Q_L|^2E_l$ times this fraction, and since $E_l$ grows with $a$, a fixed loss in Ry needs a cutoff that grows somewhat faster than $a$ and depends on the size of the moment. The real-space tail is governed by $ar_c^2$ and the reciprocal-space tail by $E_{\rm cut}/2a$; their product $E_{\rm cut}r_c^2/2$ does not contain $a$, so the exponent can only move accuracy from one tail to the other.

\medskip\noindent\emph{Q.} Put numbers on it.

\medskip\noindent\emph{A.} Take the round model parameters $a=3$ bohr$^{-2}$ and $r_c=2$ bohr, so that $ar_c^2=12$; they stand for no particular material. The normalization starts from $c_0=2a\cdot a^{1/2}/\Gamma(\frac32)=6\times1.954410=11.72646$, and the recursion in (\ref{cl2}) gives $c_1=c_0\cdot6/3=23.45292$, $c_2=c_1\cdot6/5=28.14350$ and $c_3=c_2\cdot6/7=24.12300$, in bohr$^{-(2l+3)}$.

The radial factor of the transform, $4\pi k^le^{-k^2/4a}/(2l+1)!!$ in bohr$^{-l}$, is multiplied by $k/(2l+3)$ in going from $l$ to $l+1$. At $k=2$ bohr$^{-1}$, $e^{-k^2/4a}=0.716531$, so the value for $l=0$ is $4\pi\times0.716531=9.0042$, followed by $9.0042\cdot2/3=6.0028$, $6.0028\cdot2/5=2.4011$ and $2.4011\cdot2/7=0.6860$. At $k=5$ bohr$^{-1}$ the exponential is $0.124514$ and the values are $1.5647$, $2.6078$, $2.6078$ and $1.8627$; the two equal numbers arise because $k/(2l+3)=5/5$ for $l=1$, and they carry different units.

For the potential take $l=2$ at $r=1$ bohr, $x=3$. With $\operatorname{erf}\sqrt3=0.985694$ and $e^{-3}=0.049787$, (\ref{erfsum}) gives
\begin{equation}
P(\tfrac52,3)=0.985694-0.049787\,(1.954410+3.908820)=0.693781 .
\end{equation}
The two pieces of (\ref{twoterms}) are the inner $P(\frac72,3)=0.460251$ and the outer $28.143505\times0.049787/6=0.233530$, which add to $0.693781$. Then $v_2=5.026548\times0.693781=3.48732$ Ry\,bohr$^{-2}$. The values of $v_l$ in Ry\,bohr$^{-l}$, with the point multipole at $r_c$ in the last column, are
\begin{center}
\begin{tabular}{ccccc}
$l$ & $0.5$ bohr & $1$ bohr & $2$ bohr & point, $2$ bohr\\
0 & 39.17333 & 24.77320 & 12.566359 & 12.566371\\
1 & 10.64722 & 7.44256 & 2.094343 & 2.094395\\
2 & 3.49567 & 3.48732 & 0.628182 & 0.628319\\
3 & 1.01624 & 1.65248 & 0.224144 & 0.224399
\end{tabular}
\end{center}
and the coefficients of $r^l$ in (\ref{small}) are $49.120$, $32.746$, $23.577$ and $14.435$ Ry\,bohr$^{-2l}$.

\medskip\noindent\emph{Q.} For $l=2$ the values at $0.5$ and $1$ bohr are almost equal. Is the potential flat there?

\medskip\noindent\emph{A.} It passes through a maximum between them. By (\ref{slope}) the slope is positive where $I/(r^{2l+1}O)<l/(l+1)$. Scaling $s'=ru$ in (\ref{inner}) and using (\ref{outer}),
\begin{equation}
\frac{I}{r^{2l+1}O}=2x\int_0^1u^{2l+2}e^{x(1-u^2)}du ,
\end{equation}
which increases with $x$ from zero without limit, so for $l>0$ there is exactly one maximum. At $r=1$ bohr the ratio is $0.460251/0.233530$, well above $2/3$, so $v_2$ is falling. At $r=0.5$ bohr, $x=3/4$ and the exponential is below $3$, so the ratio is below $2\cdot\frac34\cdot\frac37=\frac9{14}<\frac23$, and $v_2$ is rising.

\medskip\noindent\emph{Q.} And the tails and the cutoff for these parameters?

\medskip\noindent\emph{A.} The columns give the fraction of the moment outside $r_c$, the deficit of the potential at $r_c$ relative to the point multipole, $E_l$ in Ry\,bohr$^{-2l}$, and the cutoff in Ry at which the fraction $10^{-6}$ of $E_l$ is lost:
\begin{center}
\begin{tabular}{ccccc}
$l$ & moment & potential & $E_l$ & $E_{\rm cut}$\\
0 & $2.50\times10^{-5}$ & $9.63\times10^{-7}$ & 17.366 & 71.8\\
1 & $2.17\times10^{-4}$ & $2.50\times10^{-5}$ & 5.789 & 92.0\\
2 & $1.14\times10^{-3}$ & $2.17\times10^{-4}$ & 2.084 & 107.7\\
3 & $4.30\times10^{-3}$ & $1.14\times10^{-3}$ & 0.638 & 121.6
\end{tabular}
\end{center}
The missing moment for $l$ equals the potential deficit for $l+1$, since both are $1-P(l+\frac32,12)$. For $l=2$ the ratio $2.17\times10^{-4}/1.14\times10^{-3}=0.19$ lies below the bound $s/x=2.5/12=0.21$ of (\ref{bound}). As an instance of (\ref{self}), $E_2=4\times1.329340\times6^{5/2}/15^2=2.084$ Ry\,bohr$^{-4}$. Changing the exponent for $l=2$, the values $a=2,3,4$ bohr$^{-2}$ leave $2.5\times10^{-2}$, $1.1\times10^{-3}$ and $4.1\times10^{-5}$ of the moment outside $r_c$ and need cutoffs of $71.78$, $107.66$ and $143.55$ Ry, in the ratio $2:3:4$. The cutoff $71.78$ Ry also appears for $l=0$ at $a=3$ bohr$^{-2}$; nothing derived here relates the two cases, and I take the agreement in four digits to be a coincidence.

\medskip\noindent\emph{Q.} I would still like to see a field actually cancelled.

\medskip\noindent\emph{A.} Take the model quadrupole $\Delta n=A\,r^2(1-r^2/r_c^2)^2\,Y_{20}$ for $r<r_c$ and zero outside, with $A=0.1$ bohr$^{-5}$. Expanding the square,
\begin{equation}
Q_{20}=A\int_0^{r_c}r^6\left(1-\frac{r^2}{r_c^2}\right)^2dr=A\,r_c^7\left(\frac17-\frac29+\frac1{11}\right)=\frac{8}{693}\,A\,r_c^7 ,
\end{equation}
because $(99-154+63)/693=8/693$. With $r_c^7=128$ bohr$^7$ this is $102.4/693=0.147763$ bohr$^2$. The radial transform of this density starts as $4\pi Q_{20}k^2/15=0.123790$ bohr$^2\times k^2$, the same leading term as that of $Q_{20}\,g_{20}$, although the shapes differ. On the $z$ axis $Y_{20}=\sqrt{5/4\pi}=0.630783$, and at $R=2.2$ bohr, where $R^3=10.648$ bohr$^3$, (\ref{multipole}) gives
\begin{equation}
v=\frac{5.026548\times0.147763\times0.630783}{10.648}\ \text{Ry}=0.0440\ \text{Ry}\approx599\ \text{meV} ,
\end{equation}
with $1$ Ry $=13.605693$ eV. At this point $aR^2=14.52$ and $1-P(\frac52,14.52)=2.277\times10^{-5}$, so (\ref{residual}) predicts
\begin{equation}
\delta v=0.0440\ \text{Ry}\times2.277\times10^{-5}=1.002\times10^{-6}\ \text{Ry}\approx0.014\ \text{meV} .
\end{equation}
Direct integration of (\ref{coulomb}), with no multipole expansion, gives $0.04399959$ Ry for $\Delta n$ and $0.04399859$ Ry for $Q_{20}\,g_{20}$; the digits are kept only to show the subtraction, whose unrounded result is $1.002\times10^{-6}$ Ry. The residual is positive, as (\ref{residual}) requires for $Q_{20}Y_{20}>0$: the Gaussian, part of which lies beyond $R$, produces slightly less than the full multipole potential.

\medskip\noindent\emph{Q.} The off-diagonal moments, the phase $(-i)^l$ and the angular form of the potential for $m\neq0$ do not enter these numbers. Have they been tested apart from the derivation?

\medskip\noindent\emph{A.} The numerical check that follows tests them from the definitions for $l\le3$: the full matrix (\ref{unit}) and the transform (\ref{ft}) by sums on a Cartesian grid for all $m$, with largest absolute errors of $3\times10^{-15}$ and $2\times10^{-15}$, and (\ref{pot}) by three-dimensional Coulomb integrals for six pairs $(l,m)$ at two off-axis points, with a largest error of $9\times10^{-15}$ relative to $v_l$.

\section*{Numbers as computed}
\begin{verbatim}
inputs: a = 3.0 bohr^-2, r_c = 2.0 bohr, a r_c^2 = 12.0; 1 Ry = 13.605693 eV
max error: moment matrix 3e-15, grid Fourier sum 2e-15, direct Coulomb (rel) 9e-15
l=0: Gamma(l+3/2) = 0.886227, (2l+1)!! = 1, c_l = 11.726460 bohr^-3
l=1: Gamma(l+3/2) = 1.329340, (2l+1)!! = 3, c_l = 23.452921 bohr^-5
l=2: Gamma(l+3/2) = 3.323351, (2l+1)!! = 15, c_l = 28.143505 bohr^-7
l=3: Gamma(l+3/2) = 11.631728, (2l+1)!! = 105, c_l = 24.123004 bohr^-9
l=0: radial transform at k = 2, 5 /bohr: 9.004198, 1.564695 bohr^-0
l=1: radial transform at k = 2, 5 /bohr: 6.002799, 2.607825 bohr^-1
l=2: radial transform at k = 2, 5 /bohr: 2.401119, 2.607825 bohr^-2
l=3: radial transform at k = 2, 5 /bohr: 0.686034, 1.862732 bohr^-3
exp(-k^2/4a) at k = 2, 5 /bohr: 0.716531, 0.124514
l=0: v_l at r = 0.5, 1, 2 bohr: 39.173330, 24.773195, 12.566359 Ry bohr^-0
l=1: v_l at r = 0.5, 1, 2 bohr: 10.647223, 7.442557, 2.094343 Ry bohr^-1
l=2: v_l at r = 0.5, 1, 2 bohr: 3.495670, 3.487324, 0.628182 Ry bohr^-2
l=3: v_l at r = 0.5, 1, 2 bohr: 1.016244, 1.652480, 0.224144 Ry bohr^-3
l=0: small-r v_l/r^l = 49.119682 Ry bohr^-0; point multipole at r_c = 12.566371 Ry bohr^-0
l=1: small-r v_l/r^l = 32.746455 Ry bohr^-2; point multipole at r_c = 2.094395 Ry bohr^-1
l=2: small-r v_l/r^l = 23.577447 Ry bohr^-4; point multipole at r_c = 0.628319 Ry bohr^-2
l=3: small-r v_l/r^l = 14.435172 Ry bohr^-6; point multipole at r_c = 0.224399 Ry bohr^-3
l=0: moment outside r_c = 2.4980e-05; potential deficit at r_c = 9.6336e-07
l=1: moment outside r_c = 2.1711e-04; potential deficit at r_c = 2.4980e-05
l=2: moment outside r_c = 1.1394e-03; potential deficit at r_c = 2.1711e-04
l=3: moment outside r_c = 4.3013e-03; potential deficit at r_c = 1.1394e-03
l=0: self-energy = 17.366430 Ry bohr^-0; cutoff for 1e-6 loss = 71.78 Ry
l=1: self-energy = 5.788810 Ry bohr^-2; cutoff for 1e-6 loss = 91.99 Ry
l=2: self-energy = 2.083972 Ry bohr^-4; cutoff for 1e-6 loss = 107.66 Ry
l=3: self-energy = 0.637950 Ry bohr^-6; cutoff for 1e-6 loss = 121.57 Ry
l=2, r=1 bohr, x = 3.0: erf(sqrt x) = 0.985694, exp(-x) = 0.049787
  x^(1/2)/Gamma(3/2) = 1.954410, x^(3/2)/Gamma(5/2) = 3.908820
  P(5/2,x) = 0.693781; inner P(7/2,x) = 0.460251, outer = 0.233530
  8 pi/5 = 5.026548, v_2 = 3.487324 Ry bohr^-2
l=3, r=0.01 bohr: P(7/2) = 4.0196e-14; rel. error erf sum 1e-04, gammainc 3e-15
model: A = 0.1 bohr^-5, Q_20 = 0.147763 bohr^2, Y_20(axis) = 0.630783, R = 2.2 bohr
small-k coefficient 4 pi Q/15 = 0.123790 bohr^2
potential of model density at R = 0.04399959 Ry = 598.64 meV
potential of Q g_20 at R (direct) = 0.04399859 Ry
a R^2 = 14.52, 1-P(5/2,aR^2) = 2.2772e-05
residual: direct 1.0020e-06 Ry, formula 1.0020e-06 Ry = 0.0136 meV
l=2, a = 2.0 bohr^-2: moment outside r_c = 2.512e-02, cutoff = 71.78 Ry
l=2, a = 3.0 bohr^-2: moment outside r_c = 1.139e-03, cutoff = 107.66 Ry
l=2, a = 4.0 bohr^-2: moment outside r_c = 4.062e-05, cutoff = 143.55 Ry
\end{verbatim}
